# The Short-Wavelength Surface-Wave Resonance Used by Plasma Absorption Probes

A plasma absorption probe is a small antenna inside a closed dielectric tube that is pushed into a discharge. As the drive frequency is swept, the reflected power dips where the plasma around the tube absorbs. To turn the frequency of a dip into an electron density, one needs the frequency of the wave that runs along the tube surface. In the simplest case that frequency is

\[
\omega_0=\frac{\omega_p}{\sqrt{1+\varepsilon_d}},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m}, \tag{1}
\]

where \(n\) is the electron density, \(m\) the electron mass and \(\varepsilon_d\) the relative permittivity of the tube. Equation (1) is a limit: it holds for a plane interface, a cold collisionless plasma touching the dielectric, and a wavenumber \(k\gg\omega_p/c\). The derivation below is followed by the corrections that a real probe needs.

## 1. Plasma permittivity

SI units and the time factor \(e^{-i\omega t}\) are used. The plasma is uniform and unmagnetized, and its ions are at rest. Without pressure or collisions, \(-i\omega m\mathbf v=-e\mathbf E\), so \(\mathbf v=-ie\mathbf E/(m\omega)\) and the current density is

\[
\mathbf J=-ne\mathbf v=\frac{i\varepsilon_0\omega_p^2}{\omega}\mathbf E .
\]

Ampère's law then reads \(\nabla\times\mathbf H=\mathbf J-i\omega\varepsilon_0\mathbf E=-i\omega\varepsilon_0\varepsilon_p\mathbf E\), with

\[
\varepsilon_p=1-\frac{\omega_p^2}{\omega^2}. \tag{2}
\]

## 2. The wave on a plane interface

Plasma fills \(z>0\) and a lossless dielectric fills \(z<0\). All fields vary as \(e^{ikx}\). For the polarization with magnetic field \(H_y=H\), Ampère's law in a medium of permittivity \(\varepsilon\) gives

\[
E_x=\frac{\partial_zH}{i\omega\varepsilon_0\varepsilon},\qquad
E_z=-\frac{kH}{\omega\varepsilon_0\varepsilon}.
\]

Inserting both into Faraday's law, \(\partial_zE_x-ikE_z=i\omega\mu_0H\), and multiplying by \(i\omega\varepsilon_0\varepsilon\) gives

\[
\partial_z^2H=\kappa^2H,\qquad \kappa^2=k^2-\varepsilon\,\omega^2/c^2 .
\]

A bound wave has \(H=H_0e^{-\kappa_pz}\) in the plasma and \(H=H_0e^{\kappa_dz}\) in the dielectric, with both \(\kappa\) positive. This makes \(H\) continuous. Continuity of \(E_x\) requires

\[
-\frac{\kappa_p}{\varepsilon_p}=\frac{\kappa_d}{\varepsilon_d}. \tag{3}
\]

Hence \(\varepsilon_p<0\), that is, \(\omega<\omega_p\). The other polarization, with \(E_y\) as its electric field, needs \(E_y\) and \(\partial_zE_y\) continuous. That gives \(-\kappa_p=\kappa_d\), which two positive numbers cannot satisfy.

Squaring (3) gives \(\varepsilon_d^2\kappa_p^2=\varepsilon_p^2\kappa_d^2\), or

\[
k^2(\varepsilon_d^2-\varepsilon_p^2)=\frac{\omega^2}{c^2}\varepsilon_d\varepsilon_p(\varepsilon_d-\varepsilon_p).
\]

The factor \(\varepsilon_d-\varepsilon_p\) is positive and may be divided out:

\[
k^2(\varepsilon_d+\varepsilon_p)=\frac{\omega^2}{c^2}\,\varepsilon_d\varepsilon_p. \tag{4}
\]

The right side is negative, so \(\varepsilon_p<-\varepsilon_d\), which means \(\omega<\omega_0\). Conversely, (4) gives \(\kappa_j^2=-(\omega^2/c^2)\varepsilon_j^2/(\varepsilon_d+\varepsilon_p)>0\) for \(j=p,d\), so the wave is bound on both sides.

Now put \(W=\omega^2\), \(W_0=\omega_0^2\) and \(K=k^2c^2\). Inserting (2) in (4) and multiplying by \(Wc^2\) gives

\[
K\left[(1+\varepsilon_d)W-\omega_p^2\right]=\varepsilon_dW(W-\omega_p^2), \tag{5}
\]

\[
\varepsilon_dW^2-\left[\varepsilon_d\omega_p^2+(1+\varepsilon_d)K\right]W+K\omega_p^2=0. \tag{6}
\]

The left side of (6) is positive at \(W=0\). At \(W=W_0\) it equals \(\varepsilon_dW_0(W_0-\omega_p^2)<0\). One root therefore lies below \(W_0\) and the other above; the surface wave is the lower one.

## 3. The short-wavelength limit

Solving (5) for \(K\) shows how the frequency depends on \(k\):

\[
K=\frac{\varepsilon_d}{1+\varepsilon_d}\,\frac{W(\omega_p^2-W)}{W_0-W}.
\]

For \(0<W<W_0\), the logarithmic derivative of the right side is \(1/W-1/(\omega_p^2-W)+1/(W_0-W)\). It is positive because \(W_0<\omega_p^2\) makes the last term larger than the middle one. As \(W\) rises from 0 to \(W_0\), \(K\) rises from 0 to infinity. The frequency thus climbs with \(k\) and approaches \(\omega_0\) from below.

For the first correction, write (5) as

\[
(1+\varepsilon_d)W-\omega_p^2=-\frac{\varepsilon_dW(\omega_p^2-W)}{K}
\]

and put \(W=W_0\) on the right, where \(\omega_p^2-W_0=\varepsilon_d\omega_p^2/(1+\varepsilon_d)\). Dividing by \(1+\varepsilon_d\) gives \(W=W_0[1-\varepsilon_d^2\omega_p^2/((1+\varepsilon_d)^2K)]\). The square root halves the small term:

\[
\omega\simeq\omega_0\left[1-\frac{\varepsilon_d^2}{2(1+\varepsilon_d)^2}\frac{\omega_p^2}{k^2c^2}\right]. \tag{7}
\]

The group velocity \(d\omega/dk\) falls as \(k^{-3}\), so many short waves crowd into a narrow band below \(\omega_0\).

A direct numerical solution of Maxwell's equations with the electron current, for \(\varepsilon_d=3.8\), provides a test of (6). At \(k=1\) and \(2\) in units of \(\omega_p/c\), it gives \(\omega/\omega_p=0.3508\) and \(0.4234\). The lower root of (6) gives 0.3507 and 0.4233, and the limit is 0.4564.

The limit has a simple electrostatic meaning. When retardation is negligible, \(\mathbf E=-\nabla\phi\) and \(\phi=\phi_0e^{ikx-k|z|}\). Continuity of normal displacement gives \(\varepsilon_pk=-\varepsilon_dk\), and \(k\) cancels because a plane interface has no length of its own.

The same result follows from an energy balance that also serves for other shapes. Multiply \(\nabla\cdot(\varepsilon\nabla\phi)=0\) by \(\phi^*\) and integrate by parts, with \(\phi=0\) on metal and far away. Writing \(\varepsilon=\varepsilon_b-\omega_p^2/\omega^2\) in plasma and \(\varepsilon=\varepsilon_b\) elsewhere gives

\[
\omega_p^2\int_{\rm plasma}|\nabla\phi|^2\,dV=\omega^2\int\varepsilon_b|\nabla\phi|^2\,dV, \tag{8}
\]

where \(\varepsilon_b=1\) in plasma and in vacuum and \(\varepsilon_b=\varepsilon_d\) in the dielectric. On the plane interface each half-space contributes \(\int|\nabla\phi|^2dz=k|\phi_0|^2\), so (8) becomes \(\omega_p^2=\omega^2(1+\varepsilon_d)\).

## 4. Why the probe absorbs there

Weak collisions at rate \(\nu\) add \(-m\nu\mathbf v\) to the force. This replaces \(\omega\) by \(\omega+i\nu\) in the current, so that

\[
\varepsilon_p=1-\frac{\omega_p^2}{\omega(\omega+i\nu)},\qquad
\operatorname{Re}\sigma_c=\frac{\varepsilon_0\omega_p^2\nu}{\omega^2+\nu^2},
\]

with \(\sigma_c\) the conductivity. As a model of the drive, place a surface charge \(\sigma e^{ikx}\) of fixed amplitude on the interface. The jump in normal displacement is \(\varepsilon_0k(\varepsilon_p+\varepsilon_d)\phi_0=\sigma\). Here

\[
\varepsilon_p+\varepsilon_d=(1+\varepsilon_d)\,\frac{\omega(\omega+i\nu)-\omega_0^2}{\omega(\omega+i\nu)}.
\]

The time-averaged heat per area is \(P=\tfrac12\operatorname{Re}\sigma_c\,k|\phi_0|^2\). On inserting \(\phi_0\), the factor \(\omega^2+\nu^2\) cancels. With \(\omega_p^2=(1+\varepsilon_d)\omega_0^2\),

\[
P=\frac{|\sigma|^2}{2\varepsilon_0k(1+\varepsilon_d)}\;
\frac{\omega_0^2\,\nu}{(\omega-\omega_0^2/\omega)^2+\nu^2}. \tag{9}
\]

The maximum is at \(\omega=\omega_0\). Half the maximum is reached where \(\omega-\omega_0^2/\omega=\pm\nu\), at \(\omega_\pm=\sqrt{\omega_0^2+\nu^2/4}\pm\nu/2\), so the full width is \(\nu\). As \(\nu\to0\) the peak becomes narrower and higher. Heat integrated numerically from the fields for \(\nu=0.05\,\omega_p\) peaks at \(0.4564\,\omega_p\) with width \(0.0500\,\omega_p\), as (9) predicts.

## 5. A tube of finite radius

Let a metal rod of radius \(a\) fill the bore of a long tube of outer radius \(b\), with plasma outside. The axisymmetric electrostatic potential varies as \(e^{ikx}\) along the axis \(x\) and obeys \((r\phi')'/r=k^2\phi\), whose solutions are the modified Bessel functions \(I_0(kr)\) and \(K_0(kr)\). The potential must vanish on the rod and far out in the plasma:

\[
\phi_d=A\left[I_0(kr)K_0(ka)-K_0(kr)I_0(ka)\right],\qquad \phi_p=BK_0(kr).
\]

At \(r=b\), both \(\phi\) and \(\varepsilon\phi'\) are continuous. Dividing the second condition by the first, with \(I_0'=I_1\) and \(K_0'=-K_1\), gives \(\varepsilon_p=-\varepsilon_dG\), where

\[
G=\frac{I_1(kb)K_0(ka)+K_1(kb)I_0(ka)}{I_0(kb)K_0(ka)-K_0(kb)I_0(ka)}\;\frac{K_0(kb)}{K_1(kb)} .
\]

From (2),

\[
\omega=\frac{\omega_p}{\sqrt{1+\varepsilon_dG}}. \tag{10}
\]

Two limits show what the tube does.

**Short waves, thick wall.** When \(k(b-a)\gg1\) the rod is screened and \(G\simeq(I_1/I_0)(K_0/K_1)\) at argument \(kb\). Each ratio is \(1-1/(2kb)\) to first order, so \(G\simeq1-1/(kb)\) and

\[
\omega\simeq\omega_0\left[1+\frac{\varepsilon_d}{2(1+\varepsilon_d)\,kb}\right]. \tag{11}
\]

Curvature raises the frequency, and the error of (1) falls only as \(1/k\).

**Long waves.** For \(kb\ll1\) the dielectric potential is proportional to \(\ln(r/a)\), so \(\phi_d'/\phi_d=1/[b\ln(b/a)]\) at \(r=b\). On the plasma side \(K_1(kb)\simeq1/(kb)\). Hence \(G\simeq K_0(kb)/\ln(b/a)\), which grows without bound as \(k\to0\) in this electrostatic model. The metal rod then pulls the frequency below \(\omega_0\). The result still requires \(k\gg\omega_p/c\); for longer waves retardation lowers the frequency further, and (10) no longer holds.

## 6. An electron-free sheath

A real wall repels electrons. As a model, put a vacuum gap \(0<z<s\) between a plane dielectric and the plasma. The dielectric potential \(\phi_0e^{kz}\) continues into the gap with slope \(\varepsilon_dk\phi_0\), so there

\[
\phi=\phi_0\left[\cosh kz+\varepsilon_d\sinh kz\right].
\]

In the plasma \(\phi'=-k\phi\), so continuity of displacement at \(z=s\) gives \(-\varepsilon_pk=\phi'/\phi\) evaluated on the gap side:

\[
\varepsilon_p=-\frac{\varepsilon_d+\tanh ks}{1+\varepsilon_d\tanh ks}. \tag{12}
\]

For small \(\varepsilon_dks\), the fraction is \(\varepsilon_d-(\varepsilon_d^2-1)ks\). Then \(\omega^2=\omega_p^2/[1+\varepsilon_d-(\varepsilon_d^2-1)ks]\), and

\[
\omega\simeq\omega_0\left[1+\tfrac12(\varepsilon_d-1)ks\right]. \tag{13}
\]

For \(ks\gg1\), (12) gives \(\varepsilon_p=-1\) and \(\omega=\omega_p/\sqrt2\): the field no longer reaches the dielectric. With any gap present, the true limit \(k\to\infty\) of this cold model is therefore not (1). Equation (1) needs a window in which \(k\) is large compared with \(\omega_p/c\), \(1/b\) and \(1/(b-a)\), yet \(\varepsilon_dks\ll1\).

How closely (1) can hold in that window follows from adding the first-order shifts (11) and (13). Their sum has the form \(\alpha/k+\gamma k\), whose minimum is \(2\sqrt{\alpha\gamma}\):

\[
\left(\frac{\omega-\omega_0}{\omega_0}\right)_{\min}\simeq\sqrt{\frac{\varepsilon_d(\varepsilon_d-1)}{1+\varepsilon_d}\,\frac sb}. \tag{14}
\]

For \(\varepsilon_d=3.8\), a shift of 5% at the best \(k\) requires \(b/s\approx890\). This estimate applies to a thick wall, without retardation or electron pressure.

## 7. Electron pressure

Even without a sheath, the Debye length \(\lambda_D=\sqrt{\varepsilon_0k_BT_e/(ne^2)}\) sets an upper bound on the \(k\) for which (1) holds. A fluid estimate adds the force density \(-m\beta^2\nabla n_1\), where \(n_1\) is the density perturbation and \(\beta^2=3k_BT_e/m\) is the one-dimensional adiabatic choice. The divergence of the momentum equation, combined with continuity and Poisson's equation, gives \(\beta^2\nabla^2n_1=(\omega_p^2-\omega^2)n_1\). Thus \(n_1\propto e^{-qz}\) with

\[
q^2=k^2+\frac{\omega_p^2-\omega^2}{\beta^2}.
\]

The plasma potential is \(\phi=Ae^{-kz}+Ne^{-qz}\), and Poisson's equation gives \(en_1/\varepsilon_0=(q^2-k^2)Ne^{-qz}\). At a reflecting wall \(v_z=0\), so the electric and pressure forces balance, \(ne\phi'=m\beta^2n_1'\). Inserting the potentials,

\[
kA+qN=\frac{\beta^2(q^2-k^2)}{\omega_p^2}\,qN=\left(1-\frac{\omega^2}{\omega_p^2}\right)qN
\;\Rightarrow\; kA=-\frac{\omega^2}{\omega_p^2}\,qN .
\]

No electron current crosses the wall, so the normal displacement on the plasma side is \(\varepsilon_0E_z\). Matching it to the dielectric gives \(kA+qN+\varepsilon_dk(A+N)=0\). Eliminating \(A\),

\[
\omega^2=\omega_0^2\left(1+\frac{\varepsilon_dk}{q}\right). \tag{15}
\]

The shift is small when \(\varepsilon_dk\lambda_D\ll1\). This fluid model contains no kinetic damping.

## 8. A probe in a nitrogen discharge

Take \(n=10^{11}\ \mathrm{cm^{-3}}\), \(T_e=3\) eV, N\(_2\) at 10 mTorr and 300 K, \(\varepsilon_d=3.8\), \(a=1\) mm and \(b=3\) mm. The wave on an antenna of length \(L=5\) mm is assigned \(k=\pi/L=0.628\ \mathrm{mm^{-1}}\), a rough standing-wave estimate. The plasma frequency is \(f_p=2.839\) GHz, so the ideal resonance is

\[
f_0=0.4564\times2.839\ \mathrm{GHz}=1.296\ \mathrm{GHz}.
\]

Inverting (1) gives the working formula

\[
n=\frac{(1+\varepsilon_d)\varepsilon_0m(2\pi f)^2}{e^2}=5.954\times10^{10}\ \mathrm{cm^{-3}}\,(f/\mathrm{GHz})^2. \tag{16}
\]

Several neglected effects are listed here. Unless stated otherwise, each is taken alone and its frequency shift is relative to \(f_0\).

- Retardation: \(\omega_p/(kc)=0.0947\), a shift of \(-0.28\%\).
- Tube geometry: \(kb=1.885\) and \(G=0.704\), a shift of \(+14\%\).
- Sheath: a width of \(4\lambda_D=0.163\) mm is assumed, so \(ks=0.102\). Equation (12) gives \(+12\%\), and the first-order form (13) gives \(+14\%\).
- Electron pressure: \(k\lambda_D=0.0256\), a shift of \(+9\%\) from (15). If there is a sheath gap and electrons are reflected at its outer edge, both effects act: for a plane interface, linear kinetic theory then gives a total shift of about \(+20\%\).
- Collisions: a rough cross section of \(10^{-15}\ \mathrm{cm^2}\) gives \(\nu=3.7\times10^7\ \mathrm{s^{-1}}\) and a width of about 6 MHz, or 0.5% of \(f_0\).
- Kinetic damping: electrons crossing the thin surface field take energy from it even without collisions. For a Maxwellian distribution and a plane reflecting wall without a sheath, linear kinetic theory gives a width of about 4% of \(f_0\). In this model it far exceeds the collisional width, so the width of a dip should not be read as \(\nu\).
- Ion motion: it adds a fraction \(2\times10^{-5}\) to \(\omega_p^2\).
- Presheath: the density also falls outside the sheath, where ions accelerate towards the tube. A simple model has Boltzmann electrons and cold, collisionless ions that flow radially and reach the ion sound speed at the sheath edge. It lowers the frequency found below for tube and sheath at \(L=5\) mm by about 10%, from 1.643 to 1.474 GHz, and the density inferred from (16) becomes \(1.29\times10^{11}\ \mathrm{cm^{-3}}\). This indicates only the size of the effect. For a rough ion–neutral cross section of \(5\times10^{-15}\) to \(10^{-14}\ \mathrm{cm^2}\), the ion mean free path at 10 mTorr is about 6 to 3 mm, comparable with \(b\), so ion collisions would change the density profile.

Tube and sheath together are treated with (8), solved numerically by finite elements to within about 0.001 GHz. The plasma is taken as cold and uniform up to the sheath edge, so electron pressure and the presheath are left out. The density, temperature, radii and sheath width are held fixed while \(L\) changes:

| \(L\) (mm) | tube only (GHz) | with sheath (GHz) | density from (16) (cm\(^{-3}\)) |
|---|---|---|---|
| 20 | 1.242 | 1.348 | \(1.08\times10^{11}\) |
| 5 | 1.481 | 1.643 | \(1.61\times10^{11}\) |
| 1 | 1.351 | 1.835 | \(2.00\times10^{11}\) |

In this model the ideal formula overstates the true density by 61% for \(L=5\) mm. Replacing \(1+\varepsilon_d=4.8\) by \(1+\varepsilon_dG=3.675\) corrects for the tube and lowers the result to \(1.23\times10^{11}\ \mathrm{cm^{-3}}\). The remaining 23% comes from the sheath.

Shortening the antenna to 1 mm brings the tube-only frequency close to \(f_0\), as (11) requires. The sheath shift grows at the same time, and the inferred density is twice the true one in this cold model. That row is only illustrative: with \(k\lambda_D=0.128\), electron pressure at a plane reflecting wall would by itself raise the frequency by about 44%, and kinetic damping gives a width of 10 to 18% of \(f_0\), depending on the model of the edge. The small error at \(L=20\) mm is a cancellation: the rod lowers the frequency and the sheath raises it. There \(kb=0.47\), so this is not the short-wavelength regime. Retardation, absent from the table, matters in that row: solving Maxwell's equations for the same layers lowers both frequencies by 6 to 7%, more than the 4.5% of the plane estimate (7). The density inferred with the sheath then becomes \(0.95\times10^{11}\ \mathrm{cm^{-3}}\).

In this example the assumed sheath alone raises the frequency by 12%, which raises the inferred density by about 26%. Here \(b/s\approx18\), far below the value of 890 found from (14), so (16) should be read as an estimate. A density measurement needs the actual \(k\) of the observed dip, the tube factor \(G\) and a model of the sheath, the presheath and the electron pressure. The numerical output below lists the inputs and most of the results.

## Computed results

```
TESTS (omega_p = c = 1, eps_d = 3.8)
limit omega_0/omega_p = 0.4564
k = 1: Maxwell grid 0.3508, dispersion root 0.3507
k = 2: Maxwell grid 0.4234, dispersion root 0.4233
energy form, plane interface: 0.4565
driven, nu = 0.05: heat peak 0.4564, full width 0.0500
EXAMPLE INPUTS
electron density = 1.0e+11 cm^-3
electron temperature = 3.0 eV
N2 pressure = 10 mTorr, gas temperature = 300 K
rough N2 cross section = 1e-15 cm^2
a = 1.0 mm, b = 3.0 mm, L = 5.0 mm
EXAMPLE RESULTS
omega_p = 1.784e+10 rad/s
plasma frequency f_p = 2.839 GHz
ideal surface resonance f_0 = 1.296 GHz
density per f^2 = 5.954e+10 cm^-3/GHz^2
k = 0.628 mm^-1, k b = 1.885
omega_p/(k c) = 0.0947
Debye length = 0.0407 mm, k*Debye = 0.0256
sheath s = 0.163 mm, k s = 0.1023
tube factor G = 0.7040
SHIFT OF FREQUENCY FROM f_0, EACH EFFECT ALONE
retardation: -0.28 %
tube geometry: 14.3 %
sheath, plane: 12.2 %
electron pressure, plane: 9.3 %
collision rate nu = 3.73e+07 s^-1
width nu/omega_0 = 0.0046, nu/(2 pi) = 5.94 MHz
ion/electron omega_p^2 ratio (N2+) = 2.0e-05
TUBE AND SHEATH TOGETHER (energy form)
L = 20.0 mm: k b = 0.47, k s = 0.026
  tube only 1.242 GHz, with sheath 1.348 GHz
  ideal formula would infer 1.08e+11 cm^-3
L =  5.0 mm: k b = 1.88, k s = 0.102
  tube only 1.481 GHz, with sheath 1.643 GHz
  ideal formula would infer 1.61e+11 cm^-3
L =  1.0 mm: k b = 9.42, k s = 0.512
  tube only 1.351 GHz, with sheath 1.835 GHz
  ideal formula would infer 2.00e+11 cm^-3
```
